# Orientation-Dependent Grid Errors and Spurious Torque in N2 with PBE and SCAN

**Q:** I computed the energy of a nitrogen molecule twice with the same functional and basis. The second time I had turned the molecule in space, and the energy changed. There is no external field. What singles out a direction?

**A:** The numerical grid does. The exchange-correlation energy is an integral over space, evaluated on points around each nucleus. The points lie on spherical shells, and on each shell they follow a Lebedev rule, a finite set of unit vectors \(\mathbf n_j\) with weights \(v_j\), normalized here to \(\sum_j v_j=1\). When you move a nucleus its points move with it. When you turn the molecule, the vectors \(\mathbf n_j\) keep their laboratory directions, so the density is sampled at different places relative to the bond.

The other ingredients are innocent. Kinetic, nuclear-attraction and Coulomb integrals are evaluated analytically, and each atomic shell of basis functions contains all its angular components, so a rotation maps the basis space onto itself. Hartree-Fock theory uses these ingredients without a grid. As a test, its energy for N2 was compared before and after a 20-degree rotation; the change was \(3\times10^{-14}\) hartree, which is rounding.

**Q:** Can the error be written down, rather than only blamed on the grid?

**A:** Yes. Take a closed-shell diatomic of two identical atoms, with bond length \(R\) and unit vector \(\mathbf u\) along the bond. Let the density be axially symmetric and turn rigidly with the molecule. Space is divided between the atoms by Becke cell functions, which depend on distances alone. Around one atom, the exchange-correlation energy density times the cell function is therefore a function \(F(r,x)\) of the distance \(r\) from the nucleus and the cosine \(x\) of the angle to the direction of the partner.

Let \(w_i\) be the radial weight of shell \(i\), including \(4\pi r_i^2\), and let all shells use the same Lebedev rule. The first atom sees its partner along \(\mathbf u\), the second along \(-\mathbf u\):

\[
Q(\mathbf u)=\sum_i w_i\sum_j v_j\left[F(r_i,\mathbf n_j\cdot\mathbf u)+F(r_i,-\mathbf n_j\cdot\mathbf u)\right].
\]

The function \(F\) is the same for both atoms because they are identical. A Lebedev rule contains \(-\mathbf n_j\) with the same weight as \(\mathbf n_j\), so the two terms have equal sums. Hence

\[
Q(\mathbf u)=\sum_j v_j\,G(\mathbf n_j\cdot\mathbf u),\qquad
G(x)=2\sum_i w_iF(r_i,x).
\]

The orientation problem has been reduced to one function of one variable. Expand it in Legendre polynomials, \(G(x)=\sum_l C_lP_l(x)\), and exchange the sums:

\[
Q(\mathbf u)=\sum_l C_lK_l(\mathbf u),\qquad
K_l(\mathbf u)=\sum_j v_jP_l(\mathbf n_j\cdot\mathbf u).
\]

The addition theorem for spherical harmonics then gives

\[
K_l(\mathbf u)=\frac{4\pi}{2l+1}\sum_m Y_{lm}^*(\mathbf u)
\left[\sum_j v_jY_{lm}(\mathbf n_j)\right].
\]

The bracket is the grid's estimate of the average of \(Y_{lm}\) over the sphere. A rule of degree \(L\) gets this right for \(l\le L\), and the average is zero unless \(l=0\). Thus \(K_0=1\), \(K_l=0\) for \(1\le l\le L\), and

\[
Q(\mathbf u)=C_0+\sum_{l>L}C_lK_l(\mathbf u).
\]

Odd \(l\) drop out by inversion symmetry. The 194-point rule has \(L=23\), so its first possible error has \(l=24\). In a test over a coordinate plane, \(|K_l|\) stayed below \(10^{-15}\) for \(l=1\) to 23, while \(|K_{24}|\) reached 0.12.

**Q:** Is the variation a fair measure of the integration error, or could a large common error hide behind a small variation?

**A:** For the angular error at fixed density it is a fair measure. The formula for \(K_l\) contains only harmonics \(Y_{lm}^*(\mathbf u)\) of degree \(l\), and these average to zero over all \(\mathbf u\) when \(l>0\). The mean of \(Q\) over all orientations is therefore \(C_0\). Since \(C_0=\tfrac12\int_{-1}^{1}G(x)\,dx\), this is the result of perfect angular integration on the same radial shells. No constant angular error is left over.

A radial error can hide, however. The part of it that sits in \(C_0\) does not vary with \(\mathbf u\) and is not measured here. The radial sum also enters the higher \(C_l\), so the number of shells can change the variation itself.

For N2 with 194 points, the root-mean-square deviation of \(Q\) from \(C_0\) over all orientations is 2.2 microhartree for PBE and about 14 for SCAN. The numerical means differ from \(C_0\) by 0.0003 and 0.08 microhartree. These remainders come from the finite set of directions used for averaging, which treats harmonics up to degree 95 correctly but not higher ones.

**Q:** You keep the density fixed. My calculation was self-consistent. Does the density not adjust to the grid?

**A:** It does, but the energy feels this only at second order. Let \(\mathcal E_{\mathbf u}\) be the energy evaluated with the discrete grid, and start from the rotated reference density. Describe changes of the occupied orbitals by small parameters \(\kappa\):

\[
\mathcal E_{\mathbf u}(\kappa)=\mathcal E_{\mathbf u}(0)+g^T\kappa+\tfrac12\kappa^TH\kappa+\dots
\]

The reference density makes the energy stationary on its own, finer grid. The gradient \(g\) is therefore a difference between two quadrature errors and is of first order in them. Setting the derivative to zero gives \(\kappa=-H^{-1}g\). Inserting this,

\[
\mathcal E_{\mathbf u}(\kappa)-\mathcal E_{\mathbf u}(0)
=-g^TH^{-1}g+\tfrac12g^TH^{-1}g=-\tfrac12g^TH^{-1}g .
\]

With \(H\) positive at a minimum, relaxation lowers the energy by a second-order amount. The argument fails if the grid is so poor that \(g\) is not small, or if \(H\) has a nearly zero eigenvalue.

This was tested on molecules that were really rotated and solved again at each orientation. Between 0 and 45 degrees, the SCAN energy rose by 45.86 microhartree self-consistently and by 45.93 at fixed density. For PBE both changes were \(-3.95\). The largest relaxation energies were 0.11 microhartree for SCAN and 0.0002 for PBE.

**Q:** What is the full amplitude, then, and is SCAN worse than PBE?

**A:** The molecule is N2 at a chosen bond length of 2.1 bohr, in the def2-SVP basis, with 50 radial shells per atom and no thinning of the angular grid on any shell. The bond turns in the \(xz\) plane, \(\mathbf u=(\sin\theta,0,\cos\theta)\). The Lebedev rule has cubic symmetry. Its fourfold axis along \(y\) makes the energy repeat every 90 degrees, and a mirror plane makes it even in \(\theta\), so the range from 0 to 45 degrees covers the whole turn. The peak-to-peak energies at fixed density, in microhartree, are:

| Angular points | PBE | SCAN |
|---:|---:|---:|
| 50 | 2322 | 2770 |
| 110 | 393 | 501 |
| 194 | 12.2 | 73.0 |
| 302 | 4.20 | 71.9 |
| 590 | 0.26 | 28.9 |
| 974 | 0.19 | 12.0 |

SCAN has the larger amplitude on every grid listed, but the ratio changes greatly. It is \(2770/2322=1.2\) with 50 points and \(71.9/4.20=17\) with 302. With 194 points the amplitudes correspond to 0.032 kJ/mol for PBE and 0.19 kJ/mol for SCAN. These are ranges within one plane; other planes may contain higher or lower values. The SCAN entries carry an uncertainty of about 0.1 from cutting the Legendre series at \(l=200\). The numbers also depend strongly on the other settings. With 200 radial shells, the amplitudes for 194, 302, 590 and 974 points become 10.9, 3.4, 0.47 and 0.13 for PBE and 43, 16, 7.4 and 3.8 for SCAN (the SCAN values are still moving between 100 and 200 shells), so the ratio at 302 points drops from 17 to about 5. In def2-TZVP with 50 shells the PBE amplitudes are 2.7, 1.2, 0.39 and 0.26, and SCAN evaluated on the PBE density gives 48, 59, 26 and 8.

**Q:** Why does SCAN gain almost nothing between 194 and 302 points?

**A:** A finer rule removes the error from low \(l\), so what counts is how much of \(G\) lies at high \(l\). Since \(\int_{-1}^{1}P_l^2\,dx=2/(2l+1)\), the root-mean-square size over the sphere of the part of \(G\) with \(l\ge l_0\) is

\[
T(l_0)=\left[\sum_{l\ge l_0}\frac{C_l^2}{2l+1}\right]^{1/2}.
\]

For PBE, \(T\) falls from 20.8 microhartree at \(l_0=24\) to 0.80 at \(l_0=48\), a factor of 26. For SCAN it falls from 144 to 44, a factor of 3.3. With these 50 radial shells, SCAN's \(G\) has fine angular structure that the larger rules still fail to integrate. Much of it comes from the coarse radial sum: with 200 shells \(T(48)\) for SCAN falls from 44 to 15 microhartree, still far above the PBE value of 0.57. The near-equality of 73.0 and 71.9 belongs to the 50-shell grid and is not a general plateau: with 100 shells the two amplitudes are 47 and 18 microhartree, and with 200 shells 43 and 16.

**Q:** Is that structure in the SCAN density or in the SCAN formula?

**A:** In the formula, as sampled by these radial shells, and not in the density. Evaluating SCAN on the PBE density gives 81 microhartree with 194 points and 70 with 302, against 73 and 72 on its own density. A test required agreement within 25 percent on these two grids.

A likely source is the way SCAN uses the kinetic energy density \(\tau\). It forms \(\alpha=(\tau-\tau_W)/\tau_{\rm unif}\), where \(\tau_W\) is the value for a single orbital and \(\tau_{\rm unif}\) that of a uniform gas, and switches between two limits with exponentials whose exponents diverge at \(\alpha=1\). The switch is smooth and very flat at that point, but its slope changes rapidly nearby. The functional r2SCAN has a switch whose slope changes more gradually, and a regularized \(\alpha\). On the same PBE density and 50 shells its amplitude with 302 points is 11 microhartree instead of 70, but most of that gap is radial: with 200 shells both functionals give about 16 with 302 points. The gap persists on finer angular rules, 2.0 against 7.4 with 590 points and 0.3 against 3.8 with 974 (SCAN on its own density). This is consistent with the explanation without proving it, because r2SCAN also differs from SCAN in its gradient terms.

With 50 and 110 points the three functionals behave alike. I would conjecture that the error there is dominated by coarser structure from the density and the Becke cells, which they share; the calculation does not separate these contributions.

**Q:** An energy that depends on angle should exert a torque. Do my computed forces show it?

**A:** They do, but the value is right only if the forces are derivatives of the energy you actually computed. The nuclei are at \(\mp\tfrac12R\mathbf u\). Call the energy gradients at the first and second nucleus \(\mathbf g_A\) and \(\mathbf g_B\), and let \(\mathbf t=d\mathbf u/d\theta=(\cos\theta,0,-\sin\theta)\). The chain rule gives

\[
\frac{dE}{d\theta}=-\frac R2\,\mathbf g_A\cdot\mathbf t+\frac R2\,\mathbf g_B\cdot\mathbf t,
\qquad
T_y=-\frac{dE}{d\theta}=-\frac R2(\mathbf g_B-\mathbf g_A)\cdot\mathbf t .
\]

When a nucleus moves, its grid points move and the cell weights change. For an exact integral these two effects cancel, because the way space is divided and sampled cannot alter the integral. On a finite grid they do not cancel, and a gradient that omits them is not the derivative of the discrete energy.

For PBE with 194 points at 20 degrees, energy differences give \(T_y=-8.5\times10^{-6}\) hartree/rad. The gradient with grid response gives \(-8.6\times10^{-6}\). Without grid response it gives \(+1.7\times10^{-5}\), which has the wrong sign. This angle lies where the PBE torque is small: the largest value in the plane is \(1.4\times10^{-4}\) hartree/rad, and for SCAN it is about \(7\times10^{-4}\).

**Q:** My vibrational analysis also printed low rotational frequencies, one of them imaginary. Is that the same effect?

**A:** It can be. The estimate below applies to second derivatives of the discrete energy, such as those obtained from energies of displaced molecules. An analytic Hessian without grid response is not that derivative, so its rotational frequencies need not agree with this estimate.

Let the bond lie along a fourfold axis of the grid, at \(\theta=0\), where symmetry makes the torque vanish. For small tilts \(\xi,\eta\) in two perpendicular directions,

\[
Q=Q_0+\tfrac12k_\xi\xi^2+\tfrac12k_\eta\eta^2+\dots
\]

A quarter turn about the axis exchanges the two tilts, so \(k_\xi=k_\eta=k\). The angular Laplacian at this point is \(k_\xi+k_\eta=2k\). Each \(K_l\) is a combination of harmonics of degree \(l\), on which the Laplacian acts as \(-l(l+1)\). Therefore

\[
k=-\frac12\sum_{l>L}l(l+1)\,C_lK_l(\mathbf u),\qquad
\omega^2=\frac kI,\qquad I=\mu R^2,
\]

with \(\mu\) the reduced mass. If \(k\) is negative, the orientation is an energy maximum along both tilts and the frequency is imaginary. The two rotational modes share this frequency here. A single imaginary one, as in your output, needs an orientation of lower symmetry, where the two curvatures can differ in sign.

For PBE with 194 points, \(k=-1.945\times10^{-3}\) hartree/rad\(^2\), and \(I=56301\) in atomic units. Thus

\[
|\omega|=\sqrt{\frac{1.945\times10^{-3}}{56301}}
=1.86\times10^{-4}\ \text{hartree},
\]

or 41 cm\(^{-1}\), imaginary. Self-consistent energies of rotated molecules give the same rounded value. The value is specific to the basis: in def2-TZVP the same grid gives about 8 cm\(^{-1}\), imaginary. At 6 degrees the energy is only about 4 microhartree lower than at 0. So small a change can produce a frequency of tens of wavenumbers because it takes place over a small angle.

**Q:** Does the frequency at least fall steadily as I refine the grid?

**A:** Not for SCAN. At \(\theta=0\) its frequency is 84 cm\(^{-1}\), imaginary, with 302 points, then 102 cm\(^{-1}\), real, with 590, and 65 cm\(^{-1}\), real, with 974. These values come from differentiating the fixed-density energy directly. The corresponding SCAN entries in the numerical output, 43, 116 and 62 cm\(^{-1}\), use the Legendre series cut at \(l=200\), which is too short for SCAN's curvature on these grids. The energy amplitude falls from 72 to 29 to 12 microhartree over the same grids. Sizes and signs change with the radial grid: with 200 shells the three SCAN values are about 36 imaginary, 55 imaginary and 18 real, again without a steady fall.

The factor \(l(l+1)\) allows this. In the curvature each surviving term is multiplied by \(\tfrac12l(l+1)\), which is 903 at \(l=42\) and 20100 at \(l=200\). Components at high \(l\) that barely change the energy can therefore matter greatly for the frequency. Signs and sizes of \(C_lK_l\) at the chosen axis matter too, so one frequency is a poor measure of overall grid quality. For PBE the magnitude does fall at every refinement listed, from 250 cm\(^{-1}\) with 50 points to less than 3 with 974.

**Q:** Would a nitrogen molecule with the 102 cm\(^{-1}\) mode really librate in this artificial potential?

**A:** The harmonic picture fails there. The frequency equals 467 microhartree, so the harmonic zero-point energy of one such mode would be 233 microhartree. The potential varies by only 29 microhartree in the plane. It is a shallow ripple with sharp curvature, not a well that can hold such a state. The number describes the curvature at one orientation and should not enter a thermochemical sum as a vibration.

**Q:** Could something other than the grid give a rotational frequency?

**A:** Yes, a bond that is not at its stationary length. Vibrational analysis uses straight displacements. Shift the nuclei oppositely so that the bond vector becomes \((s,0,R)\). Its length and angle are

\[
\sqrt{R^2+s^2}=R+\frac{s^2}{2R}+\dots,\qquad \theta=\frac sR+\dots
\]

The length changes at order \(s^2\), so the bond slope \(E_R=dE/dR\) contributes at the same order as the angular curvature \(E_{\theta\theta}\):

\[
E(s)=E(0)+E_R\frac{s^2}{2R}+\frac12E_{\theta\theta}\frac{s^2}{R^2}+\dots,
\qquad
\frac{d^2E}{ds^2}=\frac{E_{\theta\theta}}{R^2}+\frac{E_R}{R}.
\]

For PBE with 194 points, the grid term is \(-4.41\times10^{-4}\) and the bond term \(-0.001281/2.1=-6.10\times10^{-4}\) hartree/bohr\(^2\). Their sum, \(-1.051\times10^{-3}\), agrees with the curvature found by displacing the nuclei along straight lines. The chosen bond is slightly too short at this level of theory, and that contributes more than the grid. Since frequency scales as the square root of curvature, the apparent value becomes \(41\sqrt{1.051/0.441}=63\) cm\(^{-1}\), imaginary. Optimizing the bond removes the second term but not the first.

**Q:** What should I do in practice?

**A:** First optimize the geometry, then repeat the energy at a few orientations that are not related by the cubic symmetry of the grid. A 90-degree turn about a grid axis maps the Lebedev rule onto itself, so it leaves the energy unchanged and tests nothing. With unrelated orientations, the spread indicates the scale of the angular error for your functional, though agreement between only two of them may be accidental.

A denser angular grid reduces the cause. In the plane studied here, with 50 radial shells, 302 points bring the PBE variation down to 4 microhartree, while SCAN still varies by 12 with 974. For SCAN the radial grid must be refined as well: going from 50 to 200 shells lowers its variation from 72 to 16 microhartree with 302 points and from 12 to 4 with 974, whereas PBE is already unchanged between 100 and 200 shells. Averaging over many orientations spread over the sphere can also reduce the angular error, because the full mean at fixed density is \(C_0\). Here too, orientations related by the grid's symmetry add nothing: the \(x\), \(y\) and \(z\) axes all carry the same error.

Turning the grid with the molecule removes the torque and the grid part of the rotational frequency. It does not remove the integration error, which is frozen at the value \(Q-C_0\) for the chosen relative orientation. That error can still change along a vibration or a reaction path. Projecting rotations out of the force-constant matrix has a similar limit: it removes the spurious modes from the list but leaves the energy as it was.

Further values are in the numerical output below. All results here describe grid errors for this molecule, basis and radial grid, and other molecules need their own check.

## Computed values

```
N2 bond length: 2.10 bohr; basis def2-SVP, 28 functions
Radial shells per atom: 50; SCF angular points: 194
Moment of inertia: 56300.7 electron masses bohr^2
Hartree-Fock energy change, 0 to 20 deg: -2.8e-14 hartree
Largest |K_l|, l=1..23, 194 points: 4.4e-16
Largest |K_24| in the plane, 194 points: 0.1193
PBE C_0: -13.55746801 hartree; mean of Q minus C_0: -0.00027 microhartree
PBE rms angular error over all axes: 2.2050 microhartree
PBE curvature at 0 deg: series -1.9449e-03, direct -1.9451e-03 hartree/rad^2
SCAN C_0: -13.61833172 hartree; mean of Q minus C_0: 0.08134 microhartree
SCAN rms angular error over all axes: 13.5788 microhartree
SCAN curvature at 0 deg: series -3.4217e-03, direct -3.4019e-03 hartree/rad^2
PBE: rms of G from l>=24, l>=48: 20.849, 0.802 microhartree
SCAN: rms of G from l>=24, l>=48: 143.803, 44.173 microhartree
SCAN on PBE density: rms of G from l>=24, l>=48: 145.719, 44.311 microhartree
r2SCAN on PBE density: rms of G from l>=24, l>=48: 33.838, 3.008 microhartree
Peak-to-peak energy in microhartree, fixed density, 0 to 45 deg:
points: PBE | SCAN | SCAN on PBE density | r2SCAN on PBE density
50: 2322.0510 | 2770.4872 | 2717.2725 | 2702.5941
110: 393.0360 | 501.0334 | 494.8112 | 469.1342
194: 12.2423 | 72.9917 | 81.4378 | 26.7910
302: 4.1995 | 71.9307 | 70.2142 | 10.9509
590: 0.2572 | 28.9162 | 29.1902 | 1.3742
974: 0.1922 | 11.9889 | 11.7910 | 0.6656
Rotational frequency in cm^-1 at 0 deg (negative = imaginary):
50 points: PBE 249.83, SCAN 264.32
110 points: PBE -75.81, SCAN -186.19
194 points: PBE -40.79, SCAN -54.11
302 points: PBE 20.88, SCAN -43.02
590 points: PBE 12.93, SCAN 115.53
974 points: PBE 2.55, SCAN 61.94
PBE SCF energy at 0 deg: -109.32117853 hartree
PBE E(20 deg)-E(0): SCF -11.7589, fixed density -11.7588 microhartree
PBE E(45 deg)-E(0): SCF -3.9465, fixed density -3.9463 microhartree
PBE largest relaxation energy: 0.0002 microhartree
SCAN SCF energy at 0 deg: -109.39212856 hartree
SCAN E(20 deg)-E(0): SCF 14.8315, fixed density 14.8102 microhartree
SCAN E(45 deg)-E(0): SCF 45.8595, fixed density 45.9284 microhartree
SCAN largest relaxation energy: 0.1089 microhartree
PBE torque at 20 deg, energy differences: -8.5410e-06 hartree/rad
PBE torque, gradient with grid response: -8.6066e-06 hartree/rad
PBE torque, gradient without it: 1.6605e-05 hartree/rad
Largest fixed-density torque: PBE 1.3994e-04, SCAN 6.8256e-04 hartree/rad
PBE SCF arc curvature: -1.9448e-03 hartree/rad^2, frequency -40.79 cm^-1
PBE bond slope dE/dR: -0.001281 hartree/bohr
PBE straight curvature: -1.050820e-03 hartree/bohr^2
Its parts: grid -4.409878e-04, bond force -6.098986e-04 hartree/bohr^2
```
